# Acceptor g-Factors under Strong [001] Strain, part 2

A shallow acceptor such as boron in silicon has a fourfold hole ground level with the symmetry of the $J=3/2$ valence-band states, built from $L=1$ and $S=1/2$. Spin-orbit coupling separates off the $J=1/2$ states. The problem is how [001] strain makes the magnetic splitting anisotropic.

Energies are hole energies in meV, the $J_i$ are dimensionless, and $x,y,z$ are the cube axes. With normal strains $\varepsilon_{ii}$, deformation potential $b'$, Bohr magneton $\mu_B$, field $\mathbf B$ and $g_1>0$,

$$
H=b'\sum_{i=x,y,z}\varepsilon_{ii}\left(J_i^2-\frac54\right)+g_1\mu_B\,\mathbf B\cdot\mathbf J .
$$

For $\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon_\parallel$ and $D=b'(\varepsilon_{zz}-\varepsilon_\parallel)$,

$$
H=D\left(J_z^2-\frac54\right)+g_1\mu_B\,\mathbf B\cdot\mathbf J .
$$

The states obey $J_z|m\rangle=m|m\rangle$. With $J_\pm=J_x\pm iJ_y$,

$$
J_+|m\rangle=\sqrt{\frac{15}{4}-m(m+1)}\;|m+1\rangle .
$$

Let $V$ be the Zeeman term and $\beta=g_1\mu_BB$. $P$ projects onto the doublet of interest (strain energy $E_P$), $Q$ onto the other ($E_Q$). For $\beta\ll2|D|$,

$$
H_{\rm eff}=E_P+PVP+\frac{PVQVP}{E_P-E_Q}+O\!\left(\frac{\beta^3}{D^2}\right).
$$

Each doublet is described by a pseudospin $\mathbf s$, $s=1/2$, where $s_z=\pm1/2$ for its states of positive and negative $m$:

$$
PVP=\mu_B\left[g_\parallel B_zs_z+g_\perp(B_xs_x+B_ys_y)\right].
$$

The linear g-factors are

$$
g_\parallel^{(3/2)}=3g_1,\qquad g_\perp^{(3/2)}=0 ,
$$

$$
g_\parallel^{(1/2)}=g_1,\qquad g_\perp^{(1/2)}=2g_1 .
$$

At an angle $\theta$ to [001],

$$
g_{3/2}(\theta)=3g_1|\cos\theta|,
$$

$$
g_{1/2}(\theta)=g_1\sqrt{\cos^2\theta+4\sin^2\theta}.
$$

The example is a silicon layer with a free surface under 0.05 % in-plane compression. The elastic ratio $C_{12}/C_{11}=0.39$ gives $\varepsilon_{zz}=0.039\,\%$. With $b'=-1.4$ eV, $D=-1.246$ meV, so the 3/2 doublet is lower. With $g_1=1.1$ at 1 T, $\mu_BB=0.0579$ meV and $\beta=0.0637$ meV.

## Finite fields and departures from the ideal model

The states $|m\rangle$ belong to a spin $J=3/2$ quantized along the strain axis $z$. The strain energy of the doublet $m=\pm3/2$ is $D$ and that of $m=\pm1/2$ is $-D$. The isotropic Zeeman term has the strength $\beta=g_1\mu_BB$. For $\beta\ll2|D|$ the linear g-factors parallel and perpendicular to $z$ are $3g_1$ and $0$ for the first doublet, and $g_1$ and $2g_1$ for the second. The example has $g_1=1.1$, $D=-1.246$ meV and, at 1 T, $\mu_BB=0.0579$ meV and $\beta=0.0637$ meV.

A vanishing linear coefficient leaves open what happens at higher order in the field. The second-order term of the effective Hamiltonian involves one step out of the doublet and one step back. Let the field have polar angle $\theta$ and azimuth $\phi$. Its Zeeman term is

$$
V=\beta\left[\cos\theta\,J_z+\frac{\sin\theta}{2}
\left(e^{-i\phi}J_++e^{i\phi}J_-\right)\right].
$$

From $|3/2\rangle$ it reaches the other doublet only at $|1/2\rangle$, and from $|-3/2\rangle$ only at $|-1/2\rangle$. Both matrix elements have the magnitude $\sqrt3\,\beta\sin\theta/2$. A return after two steps therefore ends in the initial state, and

$$
\frac{PVQVP}{E_P-E_Q}
=\frac{3\beta^2\sin^2\theta}{4}\,\frac{1}{2D}\,P
=\frac{3\beta^2\sin^2\theta}{8D}\,P .
$$

This moves both members of the 3/2 doublet by the same amount. The 1/2 doublet moves by the opposite amount, since its energy denominator has the opposite sign. The absence of a splitting agrees with time reversal, which reverses $\mathbf B$ but leaves a term quadratic in $\mathbf B$ unchanged. Within a pair of time-reversed states of half-integer spin, an operator that is unchanged by time reversal can only be a multiple of the identity. In the example, a transverse field of 1 T shifts the 3/2 doublet by $-1.22\ \mu$eV within the four-state model. The split-off states treated below enlarge this shift by about 9 % if they lie 44 meV away and by about 17 % if they lie 25 meV away. The diamagnetic shift of the extended bound hole is also quadratic in the field and of opposite sign, a few tenths of a $\mu$eV in a hydrogenic estimate, and it is not included.

For a transverse field the four-state problem can be solved in closed form. Take $\mathbf B$ along $x$. A rotation by $\pi$ about $x$ changes $J_z$ to $-J_z$ and leaves both $J_z^2$ and $J_x$ unchanged, so the Hamiltonian separates according to the symmetry under this rotation. The suitable combinations, with $\sigma=\pm1$, are

$$
|a_\sigma\rangle=\frac{|3/2\rangle+\sigma|-3/2\rangle}{\sqrt2},
\qquad
|b_\sigma\rangle=\frac{|1/2\rangle+\sigma|-1/2\rangle}{\sqrt2}.
$$

The matrix of $J_x$ gives

$$
J_x|a_\sigma\rangle=\frac{\sqrt3}{2}|b_\sigma\rangle,
\qquad
J_x|b_\sigma\rangle=\frac{\sqrt3}{2}|a_\sigma\rangle+\sigma|b_\sigma\rangle .
$$

The last term arises because $J_x$ exchanges $|1/2\rangle$ and $|-1/2\rangle$, which multiplies their combination by $\sigma$. Each value of $\sigma$ thus has its own two-by-two matrix,

$$
H_\sigma=\begin{pmatrix}
D&\frac{\sqrt3}{2}\beta\\
\frac{\sqrt3}{2}\beta&-D+\sigma\beta
\end{pmatrix}.
$$

The mean of the diagonal elements is $\sigma\beta/2$, and half their difference is $D-\sigma\beta/2$. The eigenvalues are

$$
\begin{aligned}
E&=\frac{\sigma\beta}{2}\pm
\sqrt{\left(D-\frac{\sigma\beta}{2}\right)^2+\frac{3\beta^2}{4}}\\
&=\frac{\sigma\beta}{2}\pm\sqrt{D^2-\sigma D\beta+\beta^2}.
\end{aligned}
$$

Without strain, $D=0$, these become $\pm\beta/2$ and $\pm3\beta/2$. They are the four equally spaced levels of a free spin 3/2, as they must be when no axis is preferred.

For strong strain put $x=\beta/D$, a small number with the sign of $D$. The levels that start from energy $D$ are $\sigma\beta/2+D\sqrt{1-\sigma x+x^2}$ for either sign of $D$. The square root is expanded with $u=-\sigma x+x^2$:

$$
\sqrt{1+u}=1+\frac u2-\frac{u^2}{8}+\frac{u^3}{16}+\cdots .
$$

Because $\sigma^2=1$, to third order $u^2=x^2-2\sigma x^3$ and $u^3=-\sigma x^3$. Collecting equal powers gives

$$
\begin{aligned}
\sqrt{1-\sigma x+x^2}
&=1-\frac{\sigma x}{2}+\left(\frac12-\frac18\right)x^2
+\sigma\left(\frac14-\frac1{16}\right)x^3+\cdots\\
&=1-\frac{\sigma x}{2}+\frac38x^2+\frac{3\sigma}{16}x^3+\cdots .
\end{aligned}
$$

After multiplication by $D$, the linear term cancels the $\sigma\beta/2$ in front of the root:

$$
E_{3/2,\sigma}=D+\frac{3\beta^2}{8D}
+\frac{3\sigma\beta^3}{16D^2}+\cdots .
$$

In the other doublet the root enters with the opposite sign, and the linear terms add:

$$
E_{1/2,\sigma}=-D+\sigma\beta-\frac{3\beta^2}{8D}
-\frac{3\sigma\beta^3}{16D^2}+\cdots .
$$

The transverse splittings through third order are therefore

$$
\Delta E_{3/2}=\frac{3\beta^3}{8D^2},\qquad
\Delta E_{1/2}=2\beta-\frac{3\beta^3}{8D^2}.
$$

The cubic term can be read as a passage along the whole ladder, $3/2\to1/2\to-1/2\to-3/2$. The three steps contribute $(\sqrt3/2)(1)(\sqrt3/2)\beta^3=3\beta^3/4$, and the two intermediate states contribute the denominator $(2D)^2$. The resulting coupling of the two end states is $3\beta^3/(16D^2)$, and the splitting is twice this coupling.

In the example the cubic law gives

$$
\Delta E_{3/2}=\frac{3(0.06367)^3}{8(1.2460)^2}\ {\rm meV}
=62.35\ {\rm neV}.
$$

Diagonalization of the four-state matrix gives 62.30 neV, a difference of less than 0.1 % of the splitting. This agreement tests the expansion and not the model: the split-off states treated below raise the splitting by about 6 % at a distance of 44 meV and by about 11 % at 25 meV. Dividing the splitting by $\mu_BB$ produces an apparent transverse g-factor of 0.0011 at 1 T. This number is not a constant of the doublet: at fixed strain it grows as $B^2$ and tends to zero with the field. The zero derived earlier is thus the limit of small field, while a finite transverse field does split the pair.

The assumption of an isotropic Zeeman term also needs examination. Cubic symmetry permits a further coupling linear in the field,

$$
V_3=g_2\mu_B\sum_iB_iJ_i^3 .
$$

For a field along $z$ the values of $J_z^3$ are $\pm27/8$ in the 3/2 doublet and $\pm1/8$ in the 1/2 doublet. The splittings are twice these values, so

$$
g_\parallel^{(3/2)}=3g_1+\frac{27}{4}g_2,\qquad
g_\parallel^{(1/2)}=g_1+\frac{g_2}{4}.
$$

For a transverse field, three factors of $J_x$ can bridge the distance from $-3/2$ to $3/2$ in a single application of $V_3$. There is one such path, and it contributes $(\sqrt3/2)(1)(\sqrt3/2)=3/4$. The corresponding element of $J_y^3$ is

$$
\frac{\sqrt3\cdot2\cdot\sqrt3}{(2i)^3}=\frac{6}{-8i}=\frac{3i}{4}.
$$

An in-plane field at azimuth $\phi$ therefore couples the two states with strength $(3/4)g_2\mu_BBe^{i\phi}$. The magnitude does not depend on $\phi$, and the splitting gives

$$
g_\perp^{(3/2)}=\frac32|g_2| .
$$

The 1/2 doublet has three paths for a field along $x$. One goes back and forth between its own two states and contributes 1. The other two visit an outer state and contribute $3/4$ each. The sum is $5/2$, so the transverse g-factor becomes $2g_1+5g_2$ for positive coefficients.

With the rough value $g_2=0.03$, the 3/2 doublet has $g_\perp=0.045$ and $g_\parallel=3.50$. The g-factors of the 1/2 doublet become 1.11 and 2.35. The small cubic coefficient thus outweighs the third-order splitting of the isotropic model at 1 T by a factor of about forty.

Unequal in-plane strain has a similar effect by another route. Let $\varepsilon_\parallel$ now denote the in-plane mean, let $D$ be defined with this mean, and put

$$
\eta=\frac{\varepsilon_{xx}-\varepsilon_{yy}}
{\varepsilon_{zz}-\varepsilon_\parallel}.
$$

The strains along $x$ and $y$ then differ from the mean by $\pm\eta(\varepsilon_{zz}-\varepsilon_\parallel)/2$, which adds to the Hamiltonian

$$
\frac{D\eta}{2}(J_x^2-J_y^2)=\frac{D\eta}{4}(J_+^2+J_-^2).
$$

Two raising steps from $-1/2$ to $3/2$ have the factor $2\sqrt3$, so the coupling of these states is $\sqrt3D\eta/2$. Division by their energy difference $2D$ gives the admixture $\alpha=\sqrt3\eta/4$. To first order,

$$
|3/2'\rangle=|3/2\rangle+\alpha|-1/2\rangle,\qquad
|-3/2'\rangle=|-3/2\rangle+\alpha|1/2\rangle .
$$

The operator $J_x$ now has an element between the two members:

$$
\langle3/2'|J_x|-3/2'\rangle
=\alpha\left(\frac{\sqrt3}{2}+\frac{\sqrt3}{2}\right)+O(\eta^2)
=\frac{3\eta}{4}+O(\eta^2).
$$

The splitting is twice this element times $\beta$, and hence

$$
g_\perp^{(3/2)}\simeq\frac32g_1|\eta| .
$$

Within the four-state model the strength of the strain cancels, since $D$ appears both in the coupling and in the gap. Making the strain larger does not restore the zero if the relative imbalance $\eta$ stays the same. The cancellation is not exact once the split-off states are kept, because the imbalance also couples the 3/2 states to them. In the band-edge model described below, the value for $\eta=0.02$ becomes 0.038 at the strain of the example and 0.048 at three times that strain when the split-off states lie 44 meV away, and 0.042 and 0.060 when they lie 25 meV away. In the four-state model, for $\eta=0.02$ the formula gives 0.033, and diagonalization gives 0.0332 along $x$ and 0.0328 along $y$.

A misaligned field can have an effect of the same size even in a perfectly axial model. If the field is 1° out of the plane, its component along $z$ produces a splitting with $g=3g_1\sin1^\circ=0.058$. A measurement of a small $g_\perp$ therefore has to control the angle of the field to a fraction of a degree.

The three effects do not simply add. The coupling due to $g_2$ varies with azimuth as $e^{i\phi}$. The one due to $\eta$ varies as $e^{-i\phi}$, because the element of $J_y$ between the mixed states is $-3i\eta/4$ to first order. For the positive parameters used here they reinforce each other along $x$, giving $0.045+0.033=0.078$, and oppose each other along $y$, leaving 0.012. The contribution of the tilt acts on $s_z$ and combines with them in quadrature. Including $g_2$ in the parallel g-factor, the tilt contributes $0.0576\times3.50/3.30=0.061$. The estimated extremes are

$$
\sqrt{0.078^2+0.061^2}=0.099,\qquad
\sqrt{0.012^2+0.061^2}=0.062 .
$$

Diagonalization with all three effects at 1 T gives 0.101 and 0.062. The estimate omits the third-order splitting and products of $g_2$ and $\eta$.

Strain also mixes the acceptor states with those derived from the split-off band. The size of this effect can be estimated from a band-edge model with $L=1$, $S=1/2$ and a rough spin-orbit splitting of 44 meV. The strain acts on the orbitals as $3D(L_z^2-2/3)$, and the magnetic moment is represented by $g_LL+2S$. In the state $|3/2\rangle$, which has $L_z=1$ and $S_z=1/2$, the moment along $z$ is $g_L+1$. Setting this equal to $3g_1/2$ gives $g_L=(3g_1-2)/2=0.65$.

No split-off state has an angular momentum of $\pm3/2$ along $z$. Axial strain therefore leaves the 3/2 doublet unmixed, and diagonalization of the six-state model returns 3.30 and zero for its g-factors. The 1/2 states do find partners among the split-off states. Their g-factors change from 1.10 to 0.99 along the axis and from 2.20 to 2.14 across it. These changes are relevant to the 1/2 doublet, but within this axially symmetric band-edge model they do not remove the zero of the other one. The envelope of a bound hole follows the cubic host, so in a real acceptor the 3/2 doublet is not strictly protected, and its g-factors can also drift slightly with strain. To first order the changes are proportional to $D$ divided by the distance to the split-off states, so they reverse their direction when $D$ changes sign. They also depend on the sign of $g_1$ relative to the spin term $2S$, taken here as positive. Since the band-edge model omits the envelope of the bound hole, they indicate sizes and are not predictions for boron. The bound level derived from the split-off band lies closer than 44 meV, which tends to make the changes larger.

For boron in silicon, the values used for $g_1$, $g_2$, $b'$ and the host are rough typical ones, whereas the strain, field and temperature are chosen. The strain of 0.05 % was chosen small enough to keep the ground level well separated from the others. Here $|D|$ is about 4 % of a rough spacing of 30 meV, which is the distance to the lowest excited level of odd parity. The lowest excited level of all is an even doublet derived from the split-off band, roughly 25 meV above the ground level, and strain couples the 1/2 doublet to it directly. The gap $2|D|$ is about 10 % of that distance. In the band-edge model $g_\parallel$ of the 1/2 doublet already shifts by about a tenth with 44 meV, and by about 17 % if 25 meV is used in its place. At ten times the strain the four-state gap $2|D|$ would be as large as the distance itself, while the band-edge model with 25 meV gives only about half of it, and a model confined to the ground level could no longer be trusted. The useful range thus has two limits: the strain gap must be large compared with the Zeeman energy and small compared with the distance to other levels. In a real device the strain may also be non-uniform or not purely axial. An imbalance of 2 % alone moves the transverse g-factor of the 3/2 doublet from zero to about 0.03 in the four-state model, and to about 0.04 when the split-off states are included. Electric fields and random shear strain can also mix the doublets; their effects have not been estimated here.

Temperature affects which splitting can be observed. At 4 K the thermal energy is 0.345 meV, well below the gap of 2.49 meV. With 1 T along [001], the upper doublet holds about 0.07 % of the population of the four states; the split-off states narrow the gap by 3 to 5 % and raise this to about 0.1 %. The two members of the lower doublet differ in population by 0.27 of the total. The hole is then nearly confined to the doublet whose linear transverse response vanishes in the ideal model. The numerical output that follows lists the values for both doublets.

## Values computed for the example and the checks

```
INPUTS (rough = rough typical value)
g1 (rough) = 1.1; g2 (rough) = 0.03
acceptor deformation potential b' (rough) = -1.4 eV
C12/C11 (rough) = 0.39
spin-orbit splitting (rough) = 44 meV
excited-level spacing (rough) = 30 meV
in-plane strain = -0.050 %
field B = 1.0 T; temperature T = 4.0 K
STRAIN AND FIELD ENERGIES
out-of-plane strain = 0.0390 %
D = -1.2460 meV; doublet gap 2|D| = 2.4920 meV
muB B = 0.05788 meV; beta = 0.06367 meV
beta/(2|D|) = 0.0256
IDEAL SMALL-FIELD g-FACTORS (diagonalization)
3/2 doublet: g_par = 3.3000, g_perp = 0.0000
  frequencies at B: par 46.19 GHz, perp 0.00 GHz
1/2 doublet: g_par = 1.1000, g_perp = 2.2000
  frequencies at B: par 15.40 GHz, perp 30.79 GHz
ANGLE FROM [001] (deg), g of 3/2, g of 1/2
  0  3.3000  1.1000
 30  2.8579  1.4552
 60  1.6500  1.9831
 90  0.0000  2.2000
TRANSVERSE FIELD AT FULL B
3/2 splitting, diagonalized = 62.30 neV
3/2 splitting, cubic law = 62.35 neV
3/2 apparent g_perp = 0.001076
1/2 apparent g_perp = 2.198924
3/2 common shift 3 beta^2/(8D) = -1.2201 ueV
NEGLECTED EFFECTS
cubic Zeeman: 3/2 g_par = 3.5025, g_perp = 0.0450
cubic Zeeman: 1/2 g_par = 1.1075, g_perp = 2.3500
strain imbalance eta = 0.02: 3/2 g along x, y = 0.0332, 0.0328
first-order imbalance formula = 0.0330
field tilt 1.0 deg: 3/2 g = 0.0576
combined 3/2 g over azimuth: min 0.0622, max 0.1014
split-off model: 3/2 g_par = 3.3000, g_perp = 0.0000
split-off model: 1/2 g_par = 0.9939, g_perp = 2.1437
|D|/excited-level spacing = 0.0415
thermal energy kB T = 0.3447 meV
upper-doublet population, B along [001] = 7.003e-04
population difference in 3/2 doublet = 0.2700
```
